# Cyclotron mass of the square-lattice band across its van Hove energy

## The problem

An electron moves in the band

$$E(\mathbf k)=-2t(\cos k_xa+\cos k_ya),\qquad t>0,$$

of a square lattice with spacing $a$, in a uniform magnetic field $B>0$ along $+z$. Use atomic units, with electron charge $-1$. Treat the electron as a wave packet with velocity $\mathbf v=\nabla_{\mathbf k}E$, and neglect scattering. The band has no Berry curvature, and the orbital magnetic moment is zero. Define the cyclotron mass by $\omega_c=B/m_c$, where $\omega_c$ is $2\pi$ divided by the period, counted positive for counterclockwise circulation seen from $+z$.

(a) Relate $m_c$ to the area enclosed by the orbit in the $\mathbf k$ plane.

(b) Find $m_c(E)$ for $-4t<E<0$ and check the band bottom.

(c) Find $m_c(E)$ for $0<E<4t$.

(d) How does $m_c$ behave as $E\to0$ from either side?

(e) Evaluate the results for the model parameters $t=0.5$ eV and $a=4$ Å, in a field for which the cyclotron energy at the band bottom is $0.001$ eV. Where does the classical picture become doubtful?

## Hints

1. The force is perpendicular to $\mathbf v$, so the packet follows a contour of constant energy. How wide is the strip between two neighbouring contours?
2. Half the sum and half the difference of $k_xa$ and $k_ya$ turn the band energy into a product. Eliminate one of them from the equations of motion.
3. Compare the energy and the velocity at $\mathbf k$ with those at $\mathbf k+(\pi/a,\pi/a)$.
4. Near $E=0$, use the tangent of the integration angle as the variable. An inversion then maps the upper part of the range onto the lower part.

## Full solution

### (a) Period, area and sign

The Lorentz force on charge $-1$ gives

$$\dot{\mathbf k}=-\mathbf v\times\mathbf B=B(-v_y,\,v_x).$$

Since $\dot E=\mathbf v\cdot\dot{\mathbf k}=0$, the energy is conserved. The same equation gives $\dot{\mathbf r}=\mathbf v=(\dot k_y,-\dot k_x)/B$. The orbit in real space is therefore the $\mathbf k$ orbit turned by $-90^\circ$ and scaled by $1/B$, and both circulate in the same sense.

The speed along the contour is $|\dot{\mathbf k}|=B|\mathbf v|$, so

$$T=\frac1B\oint\frac{dk}{|\mathbf v|}.$$

The strip between the contours $E$ and $E+dE$ has local width $dE/|\mathbf v|$. Its area is thus $dE\oint dk/|\mathbf v|=BT\,dE$. Because $|m_c|=B/|\omega_c|=BT/2\pi$, the enclosed area $A$ satisfies $|m_c|=|dA/dE|/2\pi$.

For the sign, write $x=k_xa$, $y=k_ya$ and

$$\Omega_0=2ta^2B.$$

With $v_x=2ta\sin x$ and $v_y=2ta\sin y$, the equations of motion are

$$\dot x=-\Omega_0\sin y,\qquad \dot y=\Omega_0\sin x .$$

For $E<0$ the contour closes around $\Gamma=(0,0)$ inside $|x|,|y|<\pi$. There

$$x\dot y-y\dot x=\Omega_0(x\sin x+y\sin y)>0,$$

so the circulation is counterclockwise. The combination $x\sin x+y\sin y$ is also proportional to $\mathbf k\cdot\mathbf v$. Hence $\mathbf v$ points outward and $A$ grows with $E$. Both signs are positive, and

$$m_c=\frac1{2\pi}\frac{dA}{dE}.$$

Part (c) shows that this relation also holds for $E>0$.

### (b) The lower half of the band

Let $p=(x+y)/2$ and $q=(x-y)/2$. Since $\cos x+\cos y=2\cos p\cos q$,

$$E=-4t\cos p\cos q,\qquad u\equiv\frac{|E|}{4t}=\cos p\cos q .$$

The equations of motion become

$$\dot p=\tfrac12\Omega_0(\sin x-\sin y)=\Omega_0\cos p\sin q,$$

$$\dot q=-\tfrac12\Omega_0(\sin x+\sin y)=-\Omega_0\sin p\cos q .$$

Square the first and use $\cos^2p\,\sin^2q=\cos^2p-\cos^2p\cos^2q=\cos^2p-u^2$:

$$\dot p^2=\Omega_0^2(\kappa^2-\sin^2p),\qquad \kappa=\sqrt{1-u^2}.$$

Differentiation gives $\ddot p=-\tfrac12\Omega_0^2\sin2p$. The angle $2p=(k_x+k_y)a$ therefore obeys the equation of a pendulum whose small-oscillation frequency is $\Omega_0$.

To find the period, set $\sin p=\kappa\sin\theta$. On the part of the orbit where $p$ increases, $\dot p=\Omega_0\kappa\cos\theta$. Differentiating the substitution gives $\cos p\,\dot p=\kappa\cos\theta\,\dot\theta$, and so

$$\dot\theta=\Omega_0\cos p=\Omega_0\sqrt{1-\kappa^2\sin^2\theta}.$$

The angle $\theta$ keeps increasing through the turning points of $p$. One orbit corresponds to $2\pi$ in $\theta$, because $p$ and $\dot p$ together fix $q$. Four equal quarters give

$$T=\frac{4}{\Omega_0}\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-\kappa^2\sin^2\theta}}=\frac{4K(\kappa)}{\Omega_0},$$

where $K$ is the complete elliptic integral of the first kind and $\kappa$ is its modulus. With $\Omega_0=2ta^2B$,

$$m_c=\frac{BT}{2\pi}=\frac{4BK}{2\pi\cdot2ta^2B}=\frac{K(\kappa)}{\pi ta^2}\qquad(-4t<E<0).$$

At the band bottom $u\to1$, $\kappa\to0$ and $K\to\pi/2$, so $m_c\to1/(2ta^2)$. This agrees with the expansion $E\simeq-4t+ta^2k^2$, which has the form $k^2/2m$ with $m=1/(2ta^2)$.

The first correction follows from $K\simeq\frac{\pi}{2}(1+\kappa^2/4)$. At a height $\delta=E+4t$ above the bottom, $u=1-\delta/4t$ and $\kappa^2\simeq\delta/2t$. The mass is then larger than its bottom value by the factor $1+\delta/8t$.

### (c) The upper half of the band

Let $\mathbf Q=(\pi/a,\pi/a)$. Both cosines change sign under a shift by $\mathbf Q$, so

$$E(\mathbf k+\mathbf Q)=-E(\mathbf k),\qquad \mathbf v(\mathbf k+\mathbf Q)=-\mathbf v(\mathbf k).$$

Take an orbit $\mathbf k(\tau)$ of energy $-E<0$ and form $\tilde{\mathbf k}(\tau)=\mathbf Q+\mathbf k(-\tau)$, which has energy $E>0$. Reversing the time changes the sign of the derivative, and the shift changes the sign of the velocity. The two signs cancel, so $\tilde{\mathbf k}$ obeys the same equation of motion. It runs around $\mathbf Q$ with the same period, but clockwise. Therefore

$$m_c(E)=-\operatorname{sgn}(E)\,\frac{K\!\left(\sqrt{1-(E/4t)^2}\right)}{\pi ta^2},\qquad 0<|E|<4t .$$

The area enclosed around $\mathbf Q$ contains the states with energy above $E$, and it shrinks as $E$ rises. Thus $dA/dE<0$, and $m_c=(dA/dE)/2\pi$ holds with its sign. If the band is filled up to $E$, the orbit surrounds empty states. It circulates as a positive charge of mass $|m_c|$ would, which is the meaning of a hole orbit.

### (d) The van Hove energy

As $E\to0$, $u\to0$ and the modulus tends to 1. Put $s=\tan\theta$. Then $d\theta=\cos^2\theta\,ds$, and

$$1-\kappa^2\sin^2\theta=\cos^2\theta+u^2\sin^2\theta=\cos^2\theta\,(1+u^2s^2).$$

With $\cos\theta=1/\sqrt{1+s^2}$ this gives

$$K=\int_0^\infty\frac{ds}{\sqrt{(1+s^2)(1+u^2s^2)}} .$$

Under $s=1/(us')$ the integrand times $|ds|$ keeps its form, and the range $s>1/\sqrt u$ becomes $s'<1/\sqrt u$. Hence

$$K=2\int_0^{1/\sqrt u}\frac{ds}{\sqrt{(1+s^2)(1+u^2s^2)}} .$$

In this range $1\le1+u^2s^2\le1+u$, so

$$\frac{2\,\mathrm{arsinh}(1/\sqrt u)}{\sqrt{1+u}}\le K\le2\,\mathrm{arsinh}(1/\sqrt u).$$

For small $u$, $2\,\mathrm{arsinh}(1/\sqrt u)=2\ln\frac{1+\sqrt{1+u}}{\sqrt u}\to\ln(4/u)$, and the difference between the two bounds vanishes. Since $4/u=16t/|E|$,

$$m_c\simeq-\operatorname{sgn}(E)\,\frac{1}{\pi ta^2}\ln\frac{16t}{|E|}\qquad(|E|\ll4t).$$

The mass tends to $+\infty$ from below and to $-\infty$ from above. It changes sign without passing through zero. The quantity that passes through zero is the frequency

$$\omega_c=\frac B{m_c}=-\operatorname{sgn}(E)\,\frac{\pi\Omega_0}{2K}.$$

The density of states per unit area and spin has the same logarithm, because it equals $|dA/dE|/4\pi^2=|m_c|/2\pi$.

### (e) Numbers and their limits

The field is $Ba^2=\Omega_0/2t=10^{-3}$, about $4.1$ T. Spin is left out of the model. With $g=2$ the spin splitting in this field would be $4.8\times10^{-4}$ eV, so energies are to be read from the band centre of each spin direction. Here $ta^2=8$ eV Å$^2$, which is 1.050 in atomic units. The prefactor $1/(\pi ta^2)$ is then $0.3032\,m_e$, and the band-bottom mass is $0.4762\,m_e$. At $E=-1$ eV, $u=1/2$ and $K=2.1565$, so

$$m_c=0.3032\times2.1565\,m_e=0.654\,m_e,$$

$$\omega_c=0.001\ \text{eV}\times\frac{\pi}{2\times2.1565}=7.28\times10^{-4}\ \text{eV}.$$

The other rows follow in the same way. The column "log law" contains the limiting formula of part (d).

| $E$ (eV) | $K$ | $m_c/m_e$ | log law | $\omega_c$ ($10^{-4}$ eV) |
|---|---|---|---|---|
| −1.9 | 1.611 | 0.489 | 0.436 | 9.75 |
| −1 | 2.157 | 0.654 | 0.630 | 7.28 |
| −0.1 | 4.384 | 1.329 | 1.329 | 3.58 |
| −0.01 | 6.685 | 2.027 | 2.027 | 2.35 |
| −0.001 | 8.987 | 2.725 | 2.725 | 1.75 |

At the opposite energies, $m_c$ and $\omega_c$ have the same sizes and opposite signs.

The first row lies $\delta=0.1$ eV above the bottom. The correction factor $1+\delta/8t=1.025$ gives $0.488\,m_e$, close to the full value. The log law is 11% below the full mass there, 4% below it at $-1$ eV and 0.05% below it at $-0.1$ eV. Close to $E=0$, each factor of ten in $|E|$ adds $0.3032\ln10=0.698$ electron masses. The divergence is slow: one thousandth of an eV from the van Hove energy, the mass is still less than six times its bottom value.

The area shows the reversal directly. Numerical integration over the contour gives $A=0.456$ Å$^{-2}$ at $E=\pm1$ eV and $1.099$ Å$^{-2}$ at $\pm0.1$ eV. At $E=0$ the contour is the square $|x|+|y|=\pi$, which encloses half the zone, $2\pi^2/a^2=1.234$ Å$^{-2}$. The area rises to this value and then falls, and its slope is infinite on both sides of the maximum.

The classical picture assumes that the electron stays on one closed orbit. Close to $E=0$ it can tunnel past a saddle point of the band to a neighbouring orbit. Variation 2 estimates the amplitude as $e^{-\pi|E|/\Omega_0}$, with $\Omega_0=0.001$ eV here. This is negligible at $|E|=0.01$ eV, about 4% at $0.001$ eV and about $1/e$ at $0.0003$ eV. The last row of the table therefore still gives a good estimate of the level spacing, although the levels begin to broaden there. The picture of sharp levels on separate orbits becomes doubtful within a few $10^{-4}$ eV of $E=0$. Scattering, neglected here, sets a separate limit. The classical period grows without bound as $E\to0$, so for a scattering time $\tau_s$ the classical period exceeds $\tau_s$ in a range of energies around $E=0$. Because the growth is only logarithmic, this range is about $|E|<16t\,e^{-\Omega_0\tau_s/4}$. Here $1/\Omega_0=0.66$ ps, so the range is $0.18$ eV for $\tau_s=10$ ps and $0.004$ eV for $20$ ps. For $\tau_s$ longer than about $27$ ps it lies inside the tunnelling region, where the classical period has no meaning, and tunnelling is then the limit that counts.

## Variation 1: where is the time spent?

**Question.** Which part of the orbit causes the logarithm?

**Solution.** For small $u$ the orbit passes close to four saddle points. Near $(\pi/a,0)$ write $x=\pi+\xi$ and $y=\eta$. To second order $E=-t(\xi^2-\eta^2)$, so the orbit with $E<0$ is the hyperbola $\xi^2-\eta^2=4u$. The linearized equations of motion are $\dot\xi=-\Omega_0\eta$ and $\dot\eta=-\Omega_0\xi$, with the solution

$$\xi=-2\sqrt u\cosh\Omega_0\tau,\qquad \eta=2\sqrt u\sinh\Omega_0\tau .$$

The distance from the saddle obeys $\xi^2+\eta^2=4u\cosh2\Omega_0\tau$. The packet therefore stays within a distance $\rho$ for the time

$$\frac1{\Omega_0}\,\mathrm{arcosh}\frac{\rho^2}{4u}\simeq\frac1{\Omega_0}\ln\frac{\rho^2}{2u}.$$

Four passages contribute $4\ln(1/u)/\Omega_0$ plus a constant, which is the whole logarithm in $T=4K/\Omega_0$.

The time spent elsewhere stays finite. As $u\to0$, the side of the orbit joining two saddles approaches the line $x+y=\pi$, on which $\dot y=\Omega_0\sin y$. Between neighbouring discs of radius $\rho$ the packet needs

$$\frac2{\Omega_0}\int_{\rho/\sqrt2}^{\pi/2}\frac{dy}{\sin y}=\frac2{\Omega_0}\ln\cot\frac{\rho}{2\sqrt2}.$$

For $\rho=0.5$ this is $3.445/\Omega_0$. Numerical integration along the full contour gives the same $3.445/\Omega_0$ at both $u=10^{-4}$ and $u=10^{-6}$. The time inside one disc rises from $7.152/\Omega_0$ to $11.757/\Omega_0$, an increase of $\ln100=4.605$ in units of $1/\Omega_0$. At $E=0$ itself the packet approaches a saddle without reaching it in finite time, so there is no period.

## Variation 2: quantum levels in a strong field

**Question.** Let the flux per cell be $1/201$ of a flux quantum, with the same $t$ and $a$ (a model field of about $129$ T, again without spin). What is the level spacing near $-1$ eV, and what happens at $E=0$?

**Solution.** In a field the components of the kinetic momentum have a commutator of size $B$, which plays the part of $\hbar$ in the $\mathbf k$ plane. Each level therefore takes up an area $2\pi B$, and neighbouring levels are separated by

$$\Delta E\simeq\frac{2\pi B}{|dA/dE|}=\frac B{|m_c|}.$$

The flux quantum is $2\pi$ in atomic units, so $Ba^2=2\pi/201$ and $\Omega_0=2tBa^2=0.0313$ eV. For the pair of levels with mean energy $-1.003$ eV, the formula gives $0.0228$ eV. For the quantum problem take the gauge $\mathbf A=(0,Bx)$. A hop along $y$ in column $n$ then carries the phase $Ba^2n=2\pi n/201$, and a plane wave along $y$ leaves a chain in $n$ with hopping $-t$ and diagonal terms $-2t\cos(k_ya+2\pi n/201)$. These terms repeat after 201 sites, so the problem is a $201\times201$ matrix in which the last site is joined to the first by the hopping $-te^{i\phi}$, with a Bloch phase $\phi$. Each eigenvalue spreads into a band as $\phi$ and $k_y$ vary. In the determinant, $\phi$ enters only through the terms that wind once around the ring, as $\cos\phi$, and the symmetry between $x$ and $y$ makes $k_y$ enter in the same way, through the sum $\cos\phi+\cos201k_ya$. The band edges therefore lie at $\phi=0$, $k_y=0$ and at $\phi=\pi$, $k_ya=\pi/201$. Diagonalization at these two points also gives $0.0228$ eV for the distance between the centres of the two levels.

Near $E=0$ the levels are no longer sharp. Orbits on opposite sides of a saddle are separated by the forbidden interval $|\xi|<2\sqrt u$, in which $\eta$ is imaginary. With $Ba^2$ in place of $\hbar$, the tunnelling amplitude is about

$$\exp\left(-\frac1{Ba^2}\int_{-2\sqrt u}^{2\sqrt u}\sqrt{4u-\xi^2}\,d\xi\right)=e^{-2\pi u/(Ba^2)}=e^{-\pi|E|/\Omega_0}.$$

At $-1$ eV, where $u=1/2$, the quadratic expansion about the saddle is only rough, but it shows an exponent of order 100, so the tunnelling is negligible. The amplitude is no longer small once $|E|$ is comparable with $\Omega_0/\pi$. In the diagonalization the level at $E=0$ is a band $0.0054$ eV wide, and its centre lies $0.0063$ eV from the next one. The width is 86% of the spacing, so the picture of separate closed orbits, each with its own sharp levels, no longer applies.

Numerical values quoted here were computed with a short program.
